\section*{Bounds on the effective mass of the lowest band at Gamma}

\section{Two bands of one crystal}

An electron moves in a triclinic model crystal whose potential has Fourier components of up to 2 eV. At $\Gamma$ the lowest band has the principal inverse masses
\[
\frac{m}{m^*}=0.791,\quad 0.886,\quad 0.961 ,
\]
where $m$ is the free-electron mass. For the second band of the same crystal they are $-66.3$, $-2.98$ and $0.948$. The lowest band stays close to the free electron although its wave function varies by a factor of four within the cell. Why are its three values confined between 0 and 1, and how far down could they go?

The answer is a theorem. Let
\begin{equation}
H=-t\nabla^2+V(\mathbf r),\qquad t=\frac{\hbar^2}{2m},
\end{equation}
where $V$ is real, bounded, periodic and local, meaning that it acts by multiplication. There is no magnetic field and no spin-orbit term. Let $u$ be the lowest periodic eigenfunction and $E_0$ its energy. For a unit vector $\mathbf n$, the inverse mass is defined by
\begin{equation}
E(k\mathbf n)=E_0+t k^2\,\frac{m}{m^*_{\mathbf n}}+o(k^2). \label{def}
\end{equation}
Then, for every $\mathbf n$,
\begin{equation}
\left(\frac{\min u}{\max u}\right)^2\le \frac{m}{m^*_{\mathbf n}}\le 1 . \label{main}
\end{equation}

Two derivations follow. The first finds the inverse mass itself as the minimum of a functional of $u$. The second brackets the whole band and never computes the mass. Angle brackets denote the average over a unit cell. The average of a derivative of a periodic function vanishes, so integration by parts leaves no boundary term.

\section{The ground state has no zeros}

Both derivations divide by $u$, so its positivity comes first. Since $H$ is real, $u$ can be chosen real. The function $w=|u|$ has $|\nabla w|=|\nabla u|$ almost everywhere, hence the same energy and norm as $u$. It too minimizes the energy and therefore obeys $-t\nabla^2w+(V-E_0)w=0$. Choose a constant $C\ge0$ that is at least $\sup(V-E_0)$. Then
\[
-t\nabla^2 w+Cw=(C-V+E_0)\,w\ge 0 ,
\]
and the strong maximum principle says that a non-negative $w$ of this kind is either zero everywhere or positive everywhere. Hence $u$ has no zeros, and we take $u>0$. Being continuous and periodic, $u$ has a positive minimum.

The level is also simple. A second independent ground state could be chosen real and orthogonal to $u$. It would have one sign as well, and the average of its product with $u$ could not vanish.

\section{First derivation: the mass as a minimum}

\subsection{The first-order state}

Write a Bloch function as $e^{ik\mathbf n\cdot\mathbf r}\psi$ with periodic $\psi$. The operator acting on $\psi$ is
\begin{equation}
H_k=-t(\nabla+ik\mathbf n)^2+V=H-2itk\,\mathbf n\cdot\nabla+tk^2 .
\end{equation}
The level $E_0$ is simple and isolated, so energy and state can be expanded in powers of $k$: $\psi=u+k\psi_1+k^2\psi_2+\dots$ The first-order energy is proportional to $\langle u\,\mathbf n\cdot\nabla u\rangle=\tfrac12\langle\mathbf n\cdot\nabla u^2\rangle=0$. The terms of order $k$ in $H_k\psi=E\psi$ then give
\begin{equation}
(H-E_0)\psi_1=2it\,\mathbf n\cdot\nabla u . \label{first}
\end{equation}

Set $\psi_1=iuf$, which is allowed because $u>0$. Using $t\nabla^2u=(V-E_0)u$,
\begin{align}
(H-E_0)(uf)&=-t\left(f\nabla^2u+2\nabla u\cdot\nabla f+u\nabla^2f\right)+(V-E_0)uf\nonumber\\
&=-t\left(2\nabla u\cdot\nabla f+u\nabla^2 f\right)
=-\frac{t}{u}\nabla\cdot(u^2\nabla f).
\end{align}
Equation (\ref{first}) becomes $-(t/u)\nabla\cdot(u^2\nabla f)=2t\,\mathbf n\cdot\nabla u$. Multiplying by $-u/t$ and using $2u\,\mathbf n\cdot\nabla u=\nabla\cdot(u^2\mathbf n)$, we obtain
\begin{equation}
\nabla\cdot(u^2\mathbf F)=0,\qquad \mathbf F=\mathbf n+\nabla f . \label{cell}
\end{equation}
This has the form of steady conduction through a medium of conductivity $u^2$ under a mean field $\mathbf n$. Since $u^2$ lies between positive constants and the source $\nabla\cdot(u^2\mathbf n)$ has zero average, a periodic solution exists and is unique up to a constant. It is real because the equation is real.

\subsection{The second-order energy}

The terms of order $k^2$ read
\[
(H-E_0)\psi_2-2it\,\mathbf n\cdot\nabla\psi_1+tu=E_2u .
\]
Multiply by $u$ and average. The first term drops out because $H$ is Hermitian and $(H-E_0)u=0$. With $\psi_1=iuf$ the factor is $-2it\cdot i=2t$, so
\begin{align}
E_2\langle u^2\rangle
&=t\langle u^2\rangle+2t\langle u\,\mathbf n\cdot\nabla(uf)\rangle
=t\langle u^2\rangle-2t\langle uf\,\mathbf n\cdot\nabla u\rangle\nonumber\\
&=t\langle u^2\rangle-t\langle f\,\mathbf n\cdot\nabla u^2\rangle
=t\langle u^2\,\mathbf n\cdot(\mathbf n+\nabla f)\rangle .
\end{align}
The second and last equalities are integrations by parts. By definition (\ref{def}), $m/m^*_{\mathbf n}=E_2/t$.

Multiplying (\ref{cell}) by a periodic real $g$ and integrating by parts gives
\begin{equation}
\langle u^2\mathbf F\cdot\nabla g\rangle=0 . \label{orth}
\end{equation}
For $g=f$ this allows $\mathbf n\cdot\mathbf F$ to be replaced by $(\mathbf n+\nabla f)\cdot\mathbf F=|\mathbf F|^2$. For general $g$ it removes the cross term in
\[
\langle u^2|\mathbf F+\nabla g|^2\rangle=\langle u^2|\mathbf F|^2\rangle+\langle u^2|\nabla g|^2\rangle ,
\]
so any change of $f$ other than a constant raises the functional. Therefore
\begin{equation}
\frac{m}{m^*_{\mathbf n}}=\min_{f}\frac{\langle u^2|\mathbf n+\nabla f|^2\rangle}{\langle u^2\rangle}, \label{var}
\end{equation}
with $f$ running over real periodic functions. This is the variational principle for the inverse mass. The minimizing $f$ depends linearly on $\mathbf n$, so the minimum is a quadratic form in $\mathbf n$, which is the inverse-mass tensor.

\subsection{The two bounds}

The trial $f=0$ in (\ref{var}) gives $m/m^*_{\mathbf n}\le1$. Equality requires $f=0$ to solve (\ref{cell}), so that $\mathbf n\cdot\nabla u=0$. Then $V=E_0+t\nabla^2u/u$ does not vary along $\mathbf n$ either: the electron is free in that direction.

For the lower bound, $\langle\nabla f\rangle=0$ gives $\langle\mathbf n\cdot\mathbf F\rangle=1$. Write the integrand as $u^{-1}\cdot u\,\mathbf n\cdot\mathbf F$ and apply the Cauchy--Schwarz inequality:
\begin{equation}
1\le\langle u^{-2}\rangle\langle u^2(\mathbf n\cdot\mathbf F)^2\rangle
\le\langle u^{-2}\rangle\langle u^2|\mathbf F|^2\rangle .
\end{equation}
Hence
\begin{equation}
\frac{m}{m^*_{\mathbf n}}\ge\frac{1}{\langle u^2\rangle\langle u^{-2}\rangle}
\ge\left(\frac{\min u}{\max u}\right)^2, \label{avg}
\end{equation}
because $\langle u^2\rangle\le(\max u)^2$ and $\langle u^{-2}\rangle\le(\min u)^{-2}$. This proves (\ref{main}).

The extrema alone give more than their squared ratio. Let $a=(\min u)^2$ and $b=(\max u)^2$. Dividing $(u^2-a)(b-u^2)\ge0$ by $u^2$ and averaging gives $\langle u^2\rangle+ab\langle u^{-2}\rangle\le a+b$. The left side is at least $2\sqrt{ab\langle u^2\rangle\langle u^{-2}\rangle}$, so
\begin{equation}
\frac{m}{m^*_{\mathbf n}}\ge\frac{4ab}{(a+b)^2}=\frac{4r}{(1+r)^2},\qquad r=\frac ab . \label{kant}
\end{equation}
As $r\le1$, this is never below $r$.

In one dimension (\ref{cell}) makes the flux $u^2F$ a constant $c$. Then $F=c/u^2$, and $\langle F\rangle=1$ fixes $c=1/\langle u^{-2}\rangle$. Since $\langle u^2F^2\rangle=c^2\langle u^{-2}\rangle=c$, the first inequality in (\ref{avg}) becomes an equality. For $-d^2/dx^2-0.6\cos x$, the band curvature and the averages of $u$ both give $m/m^*=0.5584228$. The same equality holds in three dimensions for a layered potential, along the normal to the layers. In general, however, the flux can go around regions of small $u$, and the averages then give only a bound.

\section{Second derivation: bracketing the band}

This route starts from the energy at finite $\mathbf k$. Put $\mathbf D=\nabla+i\mathbf k$ and write any periodic trial state as $\psi=u\phi$. From $\mathbf D\psi=\phi\nabla u+u\mathbf D\phi$,
\begin{equation}
|\mathbf D\psi|^2=|\phi|^2|\nabla u|^2+u^2|\mathbf D\phi|^2+u\nabla u\cdot\nabla|\phi|^2 .
\end{equation}
The last term is that simple because the contributions $\pm i\mathbf k|\phi|^2$ cancel in $\phi^*\mathbf D\phi+\phi(\mathbf D\phi)^*$. Integrating it by parts gives $-\langle|\phi|^2(|\nabla u|^2+u\nabla^2u)\rangle$, so
\[
t\langle|\mathbf D\psi|^2\rangle=t\langle u^2|\mathbf D\phi|^2\rangle-\langle|\phi|^2u\,t\nabla^2u\rangle .
\]
With $t\nabla^2u=(V-E_0)u$, the last term cancels the potential energy measured from $E_0$. The variational principle for the lowest energy becomes
\begin{equation}
E(\mathbf k)-E_0=\min_\phi\frac{t\langle u^2|(\nabla+i\mathbf k)\phi|^2\rangle}{\langle u^2|\phi|^2\rangle}. \label{ray}
\end{equation}
The potential now enters through $u$ alone.

The trial $\phi=1$ gives $E(\mathbf k)-E_0\le tk^2$. For the other side, replace $u^2$ by its minimum in the numerator and by its maximum in the denominator. With $\phi=\sum_{\mathbf G}\phi_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$,
\begin{equation}
\langle|(\nabla+i\mathbf k)\phi|^2\rangle=\sum_{\mathbf G}|\mathbf k+\mathbf G|^2|\phi_{\mathbf G}|^2\ge k^2\langle|\phi|^2\rangle
\end{equation}
for $\mathbf k$ in the first Brillouin zone, where no $|\mathbf k+\mathbf G|$ is smaller than $|\mathbf k|$. Thus
\begin{equation}
\left(\frac{\min u}{\max u}\right)^2tk^2\le E(\mathbf k)-E_0\le tk^2 \label{zone}
\end{equation}
throughout the first zone. Setting $\mathbf k=k\mathbf n$, dividing by $tk^2$ and letting $k\to0$ gives (\ref{main}) again.

A better trial links the two routes. For $\phi=e^{ikf}$ with $f$ real, $(\nabla+ik\mathbf n)\phi=ik(\mathbf n+\nabla f)\phi$ and $|\phi|=1$. Inserting the minimizer of (\ref{var}) gives
\begin{equation}
E(k\mathbf n)-E_0\le tk^2\frac{m}{m^*_{\mathbf n}}\qquad\text{for every }k . \label{parab}
\end{equation}
The lowest band never rises above its own effective-mass parabola.

\section{What each derivation assumes}

Both routes need a local potential and a positive $u$. Locality enters where $V(u\phi)=\phi Vu$ lets the eigenvalue equation remove $V$.

The first route also needs a simple, isolated level, so that the expansion in $k$ exists, and a solution of the cell equation. In return it gives the value of the mass, its tensor character and the sharper bounds (\ref{avg}) and (\ref{kant}).

The second route uses neither perturbation theory nor the simplicity of the level. If the existence of the limit in (\ref{def}) were left open, (\ref{zone}) would still confine $[E(k\mathbf n)-E_0]/(tk^2)$ at every small $k$. It holds across the zone, but by itself it does not say where in the interval the mass lies.

The upper bound alone does not need a positive $u$. Let $\psi_j$ be the eigenfunctions at $\Gamma$, normalized to $\langle|\psi_j|^2\rangle=1$. Second-order perturbation theory for a simple level $i$ whose first-order energy vanishes gives
\begin{equation}
\frac{m}{m^*_{\mathbf n}}=1+4t\sum_{j\ne i}\frac{|\langle\psi_j^*\,\mathbf n\cdot\nabla\psi_i\rangle|^2}{E_i-E_j}. \label{sum}
\end{equation}
For the lowest level every denominator is negative, so the sum cannot be positive. For a higher level the lower bands contribute with the opposite sign, and no positive $u$ is available for the lower bound.

\section{Weak and strong potentials}

For a weak potential put $u=1+\delta$. To first order $\delta_{\mathbf G}=-V_{\mathbf G}/(tG^2)$ for $\mathbf G\neq0$, and (\ref{cell}) becomes $\nabla^2f=-2\mathbf n\cdot\nabla\delta$, so $f_{\mathbf G}=2i(\mathbf n\cdot\mathbf G)\delta_{\mathbf G}/G^2$. Setting $g=f$ in (\ref{orth}) gives $\langle u^2\mathbf n\cdot\nabla f\rangle=-\langle u^2|\nabla f|^2\rangle$. To leading order, then,
\begin{equation}
\frac{m}{m^*_{\mathbf n}}\simeq1-4\sum_{\mathbf G\ne0}\frac{(\mathbf n\cdot\mathbf G)^2}{G^2}\frac{|V_{\mathbf G}|^2}{(tG^2)^2}. \label{weak}
\end{equation}
The correction is quadratic in $V$ and acts along the modulated directions.

In the opposite limit $u$ is concentrated in separate wells. Choose $f=-\mathbf n\cdot(\mathbf r-\mathbf R)$ inside the well centred at $\mathbf R$, joined smoothly between wells. Then $\mathbf F=0$ inside the wells, and (\ref{var}) receives contributions only from the barriers, where $u^2$ is small. The inverse mass tends to zero with the barrier density, provided the barriers keep a finite width. Little density on the way from cell to cell thus makes the mass heavy.

\section{The numbers of the model crystal}

The lattice vectors are $(0.36,0,0)$, $(0.06,0.34,0)$ and $(0.03,0.05,0.33)$ nm. The potential components are $-2.0$, $-1.5$ and $-1.0$ eV on the reciprocal vectors $\mathbf b_1$, $\mathbf b_2$, $\mathbf b_3$, and $-0.4+0.5i$ eV on $\mathbf b_1+\mathbf b_2$, each with its complex conjugate on the opposite vector. With $\langle u^2\rangle=1$, $u$ runs from 0.4538 to 1.8843, and $\langle u^{-2}\rangle=1.4466$. The lower bounds are
\begin{align}
r&=(0.4538/1.8843)^2=0.058,\nonumber\\
\frac{4r}{(1+r)^2}&=\frac{0.232}{1.119}=0.207,\qquad
\frac1{\langle u^2\rangle\langle u^{-2}\rangle}=\frac1{1.4466}=0.691 .
\end{align}
The smallest principal value is 0.791. The squared ratio is far below it because it treats the extreme values of $u$ as if they filled the cell.

The masses were found in two ways: from the curvature of plane-wave energies, and from the cell equation with $u$ as input. The results differ by at most $5\times10^{-9}$. Enlarging the plane-wave basis from index 3 to index 4 moved the principal values by $4\times10^{-9}$.

The weak-potential formula gives the approximate size of the total reduction. Summed over three orthogonal directions, (\ref{weak}) predicts a total deficit of $8\sum|V_{\mathbf G}|^2/(tG^2)^2$ with one term per pair $\pm\mathbf G$. The lattice gives $tG^2=12.0$, 13.3, 13.8 and 21.2 eV, and the four terms are 0.222, 0.102, 0.042 and 0.007, with an unrounded sum of 0.372. The computed deficit is $3-(0.791+0.886+0.961)=0.362$, slightly less than predicted.

At $\mathbf k=\mathbf b_1/4$, where $k=4.44\ \mathrm{nm}^{-1}$, the free-electron rise is $tk^2=0.0381\times19.71=0.751$ eV. The parabola gives 0.595 eV and the band 0.560 eV, which is 6\% below the parabola, as (\ref{parab}) allows. At 30 random points of the zone, $(E-E_0)/(tk^2)$ lay between 0.584 and 0.913, and both (\ref{zone}) and (\ref{parab}) passed the test at each point. The value 0.584 is below 0.691, so the bound from averages belongs to $\Gamma$ and does not extend over the zone.

The value $-66.3$ of the second band implies a close level above it. That band lies 12.40 eV above $E_0=-1.21$ eV, at 11.19 eV. The potential is nowhere below $-2(2.0+1.5+1.0+0.64)=-10.3$ eV, so the kinetic energy of the state is at most 21.5 eV. If the next level is a distance $\Delta$ higher, the negative terms in (\ref{sum}) total at most $4\times21.5\ \mathrm{eV}/\Delta$ in size. They must reach at least 67.3, which requires $\Delta\le1.3$ eV.

\section{Nonlocal potentials and real crystals}

A nonlocal term can break the upper bound. Add to the plane-wave matrix the projector $-Wg_{\mathbf G}g_{\mathbf G'}$ with $g_{\mathbf G}=\exp(-w^2|\mathbf k+\mathbf G|^2/2)$. On a single plane wave it contributes $-We^{-w^2k^2}\simeq-W+Ww^2k^2$, which raises $m/m^*$ by $Ww^2/t$. For $W=3$ eV and $w=0.10$ nm this estimate is $0.03/0.0381=0.79$. With the local potential kept fixed, the computed principal values become 1.30, 1.51 and 1.68, all above 1.

The cell volume of 0.040 nm$^3$ and the eV-sized components are roughly those of silicon. Its valence-band bottom lies some 12 eV below the valence-band top, close to the 12.4 eV between the two lowest levels of the model at $\Gamma$. The triclinic anisotropy is not silicon's: cubic symmetry makes the mass at a simple level at $\Gamma$ isotropic. The theorem covers the lowest valence band of silicon if the core electrons are replaced by a local pseudopotential; with the cores included, the lowest band is a core band. It does not restrict the electron and hole masses used in devices, which belong to higher bands. A pseudopotential can also be nonlocal, and in the model a weak projector with $W=0.3$ eV and the same width shifts the principal values of $m/m^*$ by up to 0.076. Smearing the potential by a rough thermal displacement of 0.008 nm per axis shifts them by up to 0.004. The thermal energy at 300 K and a rough spin-orbit energy of 0.04 eV are 0.2\% and 0.3\% of the gap to the second band. These two ratios compare energy scales and are not computed mass shifts. The relative size of the two computed mass shifts depends on the chosen $W$. This attractive projector is not fitted to silicon, and neither the sign nor the size of its shift carries over: with $W=-0.3$ eV the principal values fall by up to 0.077. In the GTH-Pad\'e silicon pseudopotential the $s$ channel is repulsive, and the $s$ and $p$ channels change $m/m^*$ of a single plane wave by about $-0.12$ and $+0.10$. Of these two effects only nonlocality can carry the mass outside the bounds, because smearing leaves the potential local. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice vector a1 (nm): [0.36 0.   0.  ]
lattice vector a2 (nm): [0.06 0.34 0.  ]
lattice vector a3 (nm): [0.03 0.05 0.33]
cell volume: 0.04039 nm^3
potential component (1, 0, 0): -2.00+0.00j eV
potential component (0, 1, 0): -1.50+0.00j eV
potential component (0, 0, 1): -1.00+0.00j eV
potential component (1, 1, 0): -0.40+0.50j eV
hbar^2/(2m): 0.038100 eV nm^2
ground energy E0: -1.20991 eV
gap to second band at Gamma: 12.3978 eV
min u, max u (mean u^2 = 1): 0.45383, 1.88429
mean u^-2: 1.44659
lower bound (min u/max u)^2: 0.05801
lower bound from averages: 0.69128
principal m/m*, band energies: [0.791391 0.886139 0.960944]
principal m/m*, variational: [0.791391 0.886139 0.960944]
principal m*/m: [1.2636  1.12849 1.04064]
largest difference of the two routes: 4.9e-09
basis shift of m/m*, index 3 to 4: 4.3e-09
relative error of substitution: 8.4e-12
(E-E0)/(t k^2), 30 zone points: 0.5838 to 0.9127
1D m/m*, band and averages: 0.5584228, 0.5584228
second band, principal m/m*: [-66.297  -2.975   0.948]
nonlocal projector width: 0.10 nm
strong projector strength: 3.0 eV
strong projector, principal m/m*: [1.3031 1.5115 1.6815]
weak projector strength: 0.3 eV
weak projector, largest shift of m/m*: 0.0756
k = b1/4, length: 4.4396 nm^-1
band rise at b1/4: 0.55973 eV
parabola at b1/4: 0.59505 eV
rough rms displacement per axis: 0.008 nm
thermal smearing, shift of m/m*: 0.00379
kT at 300 K: 0.02585 eV; kT/gap: 0.00209
rough spin-orbit energy: 0.04 eV; over gap: 0.00323
\end{verbatim}
